# The Delta gauge as a volume difference, tested for silicon: verification in Python

```python
"""Delta gauge between two equations of state, tested for silicon.

Result under test: with energies measured from each curve's minimum,
  Delta = rms of (E_a - E_b) over volumes Vm(1-w)..Vm(1+w), w = 0.06,
  Delta ~ (w/sqrt(3)) * B0 * |V0_a - V0_b|  when V0 is the main disagreement.
V0: equilibrium volume per atom (A^3), B0: bulk modulus (GPa),
Bp: pressure derivative of the bulk modulus, Vm: mean of the two V0.
Silicon energies come from a plane-wave LDA calculation (atomic units inside),
with two published pseudopotentials playing the part of two codes.
"""
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.fft import fftn, ifftn
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import erfc
from pyscf.dft import libxc

W = 0.06
MEV = 1e9 * 1e-30 / const.e * 1e3          # meV in one GPa A^3
HARTREE = const.physical_constants["Hartree energy in eV"][0] * 1e3  # meV
BOHR = const.physical_constants["Bohr radius"][0] * 1e10             # A


# ---------- equations of state and the gauge ----------
def birch(v, v0, b0, bp):
    s = (v0 / v) ** (2 / 3)
    return 9 * v0 * b0 / 16 * ((s - 1) ** 3 * bp + (s - 1) ** 2 * (6 - 4 * s))


def vinet(v, v0, b0, bp):
    eta = (v / v0) ** (1 / 3)
    bracket = 5 + 3 * bp * (eta - 1) - 3 * eta
    return 2 * b0 * v0 / (bp - 1) ** 2 * (
        2 - bracket * np.exp(-1.5 * (bp - 1) * (eta - 1)))


def rms_over_window(difference, v_mean, w=W):
    nodes, weights = np.polynomial.legendre.leggauss(40)
    return np.sqrt(np.sum(weights * difference(v_mean * (1 + w * nodes)) ** 2) / 2)


def gauge(a, b, w=W, form=birch):
    return rms_over_window(lambda v: form(v, *a) - form(v, *b),
                           (a[0] + b[0]) / 2, w)


def simple_rule(a, b, w=W):
    return w / np.sqrt(3) * (a[1] + b[1]) / 2 * abs(a[0] - b[0])


def full_formula(a, b, w=W):
    v0, b0, bp = (np.array(a) + np.array(b)) / 2
    dv, db, dbp = np.array(a) - np.array(b)
    q = -(3 - bp) * (4 - bp) - 35 / 9 + (bp + 1) * (bp + 2)
    d1 = -b0 * dv
    d2 = (v0 * db + b0 * bp * dv) / 2
    d3 = (b0 * dv * ((bp + 1) / 3 - q / 6) - v0 * db * (bp + 1) / 6
          - b0 * v0 * dbp / 6)
    return np.sqrt(d1**2 * w**2 / 3 + (d2**2 + 2 * d1 * d3) * w**4 / 5
                   + d3**2 * w**6 / 7)


# Only V0 differs: the prefactor, for two different forms of the curve.
model = (20.0, 100.0, 4.0)
for form in (birch, vinet):
    near = (20.002, 100.0, 4.0)
    assert abs(gauge(model, near, 0.006, form)
               / simple_rule(model, near, 0.006) - 1) < 1e-3
    assert abs(gauge(model, near, W, form) / simple_rule(model, near) - 1) < 0.02
prefactor_birch = gauge(model, (20.002, 100.0, 4.0)) / (100.0 * 0.002)

# Only B0 differs.
stiffer = (20.0, 101.0, 4.0)
modulus_gauge = gauge(model, stiffer)
assert abs(modulus_gauge / (W**2 * 20.0 * 1.0 / (2 * np.sqrt(5))) - 1) < 0.02
volume_gauge = gauge(model, (20.02, 100.0, 4.0))
equivalent = (volume_gauge / 0.001) / (modulus_gauge / 0.01)

# A constant pressure added to one curve: minimum and curvature by differences.
pressure = 0.3


def pressed(v):
    return birch(v, *model) + pressure * v


h = 1e-3
v_pressed = brentq(lambda v: pressed(v + h) - pressed(v - h), 19.5, 20.2,
                   xtol=1e-10)
h2 = 0.02
b_pressed = v_pressed * (pressed(v_pressed + h2) - 2 * pressed(v_pressed)
                         + pressed(v_pressed - h2)) / h2**2
slope = (b_pressed / 100.0 - 1) / (v_pressed / 20.0 - 1)
assert abs(slope / -4.0 - 1) < 0.03
pressed_gauge = rms_over_window(
    lambda v: pressed(v) - pressed(v_pressed) - birch(v, *model),
    (20.0 + v_pressed) / 2)
pressed_ratio = pressed_gauge / simple_rule(model, (v_pressed, b_pressed, 4.0))
assert abs(pressed_ratio - 1) < 0.003


# ---------- plane-wave LDA for silicon (atomic units) ----------
FCC = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
CHARGE = 4.0
# r_loc, C1, r_s, s-channel matrix, r_p, p-channel strength
POTENTIALS = {
    "HGH": (0.44, -7.336103, 0.422738,
            np.array([[5.906928, -1.261894], [-1.261894, 3.258196]]),
            0.484278, 2.727013),
    "GTH": (0.44, -6.9136286, 0.4243338,
            np.diag([3.2081318, 2.5888808]), 0.4853587, 2.6562230),
}


def ewald(omega, eta):
    """Energy of point ions in a uniform background, two-atom diamond cell."""
    cell = (4 * omega) ** (1 / 3) / 2 * FCC
    recip = 2 * np.pi * np.linalg.inv(cell).T
    ints = np.array(list(product(range(-5, 6), repeat=3)))
    real = 0.0
    for offset in (0.0, 0.25):
        r = np.linalg.norm((ints + offset) @ cell, axis=1)
        r = r[r > 1e-8]
        real += np.sum(erfc(np.sqrt(eta) * r) / r)
    ints = ints[np.any(ints != 0, axis=1)]
    g2 = np.sum((ints @ recip) ** 2, axis=1)
    factor = 4 * np.cos(2 * np.pi * ints.sum(axis=1) / 8) ** 2
    wave = 2 * np.pi / omega * np.sum(factor * np.exp(-g2 / (4 * eta)) / g2)
    return CHARGE**2 * (real + wave - 2 * np.sqrt(eta / np.pi)
                        - 2 * np.pi / (omega * eta))


ion_constant = ewald(250.0, 0.1225) * 250.0 ** (1 / 3)
assert abs(ewald(250.0, 0.2) * 250.0 ** (1 / 3) / ion_constant - 1) < 1e-9


def special_points(n):
    """Half-shifted n*n*n mesh reduced by axis permutations and inversion."""
    count = {}
    for m in product(range(1, 2 * n, 2), repeat=3):
        key = min(tuple(sorted(m)), tuple(sorted(2 * n - i for i in m)))
        count[key] = count.get(key, 0) + 1
    return [(np.array([i / (2 * n) - (i > n) for i in key]), c / n**3)
            for key, c in count.items()]


def refine(ham, kinetic, bands, sweeps):
    """Block preconditioned search for the four lowest states."""
    h_bands = ham @ bands
    previous = []
    for _ in range(sweeps):
        residual = h_bands - bands @ (bands.T @ h_bands)
        residual /= (kinetic + 1.0)[:, None]
        basis = np.linalg.qr(np.hstack([bands, residual] + previous))[0]
        h_basis = ham @ basis
        small = basis.T @ h_basis
        energies, rotation = np.linalg.eigh((small + small.T) / 2)
        rotation = rotation[:, :4]
        new = basis @ rotation
        previous = [new - bands @ (bands.T @ new)]
        bands, h_bands = new, h_basis @ rotation
    return energies[:4], bands


def silicon_energy(name, omega, cutoff, mesh, size, shape):
    """Total energy of the two-atom cell; shape = density times cell volume."""
    r_loc, c1, r_s, h_s, r_p, h_p = POTENTIALS[name]
    first_volume = shape is None
    cell = (4 * omega) ** (1 / 3) / 2 * FCC
    recip = 2 * np.pi * np.linalg.inv(cell).T
    freq = np.rint(np.fft.fftfreq(size) * size).astype(int)
    triples = np.stack(np.meshgrid(freq, freq, freq, indexing="ij"),
                       -1).reshape(-1, 3)
    code = triples @ np.array([size**2, size, 1])
    points = size**3
    g2 = np.sum((triples @ recip) ** 2, axis=1)
    g2_safe = np.where(g2 > 0, g2, 1.0)
    contact = (2 * np.pi) ** 1.5 * r_loc**3 * c1
    ion = np.exp(-g2 * r_loc**2 / 2) * (-4 * np.pi * CHARGE / g2_safe + contact)
    ion[0] = 2 * np.pi * CHARGE * r_loc**2 + contact
    ion *= 2 * np.cos(2 * np.pi * triples.sum(axis=1) / 8) / omega
    coulomb = np.where(g2 > 0, 4 * np.pi / g2_safe, 0.0)

    blocks = []
    for k, weight in special_points(mesh):
        t_all = 0.5 * np.sum(((triples + k) @ recip) ** 2, axis=1)
        keep = np.where(t_all < cutoff)[0]
        keep = keep[np.argsort(t_all[keep])]
        assert 2 * np.abs(triples[keep]).max() <= (size - 1) // 2
        q = (triples[keep] + k) @ recip
        t = t_all[keep]
        # smooth rise of the kinetic energy in the last 2 hartree
        x = np.clip((cutoff - t) / 2.0, 0.03, 1.0)
        kinetic = t / (x**2 * (3 + x - 6 * x**2 + 3 * x**3))
        base = np.diag(kinetic)
        angle = 2 * np.pi * (triples[keep] + k).sum(axis=1) / 8
        gs = np.exp(-t * r_s**2) * np.pi**1.25 / np.sqrt(4 * np.pi)
        s1 = 4 * np.sqrt(2 * r_s**3) * gs
        s2 = 8 * np.sqrt(2 * r_s**3 / 15) * (3 - 2 * t * r_s**2) * gs
        gp = np.exp(-t * r_p**2) * np.pi**1.25 * np.sqrt(3 / (4 * np.pi))
        p = 8 * np.sqrt(r_p**5 / 3) * gp[:, None] * q
        for trig in (np.cos(angle), np.sin(angle)):
            s = np.stack([s1 * trig, s2 * trig], axis=1)
            pt = p * trig[:, None]
            base += 2 / omega * (s @ h_s @ s.T + h_p * pt @ pt.T)
        index = code[keep][:, None] - code[keep][None, :]
        blocks.append([keep, weight, kinetic, base, index, None])

    density = (np.full((size,) * 3, 8.0) if first_volume else shape) / omega
    table = np.zeros(points)
    inputs, residuals, old_energy = [], [], 0.0
    for iteration in range(40):
        n_g = fftn(density).real.ravel() / points
        v_xc = np.asarray(libxc.eval_xc("lda,pw", density.ravel())[1][0]).ravel()
        v_xc_g = fftn(v_xc.reshape(density.shape)).real.ravel() / points
        v_eff = ion + coulomb * n_g + v_xc_g
        table[code % points] = v_eff
        band_sum, new = 0.0, np.zeros_like(density)
        for block in blocks:
            keep, weight, kinetic, base, index, bands = block
            ham = table.take(index)
            ham += base
            if bands is None:
                bands = np.zeros((len(keep), 4))
                bands[:90] = np.linalg.eigh(ham[:90, :90])[1][:, :4]
            energies, bands = refine(ham, kinetic, bands, 3)
            block[5] = bands
            band_sum += 2 * weight * energies.sum()
            waves = np.zeros((4, points), complex)
            waves[:, keep] = bands.T
            waves = ifftn(waves.reshape(4, size, size, size),
                          axes=(1, 2, 3)) * points
            new += 2 * weight / omega * np.sum(waves.real**2 + waves.imag**2, axis=0)
        new = sum(new.transpose(axes) for axes in
                  ((0, 1, 2), (1, 2, 0), (2, 0, 1),
                   (0, 2, 1), (2, 1, 0), (1, 0, 2))) / 6
        out_g = fftn(new).real.ravel() / points
        e_xc = np.asarray(libxc.eval_xc("lda,pw", new.ravel())[0]).ravel()
        energy = (band_sum + omega * np.sum((ion - v_eff) * out_g)
                  + omega / 2 * np.sum(coulomb * out_g**2)
                  + omega * np.mean(new.ravel() * e_xc)
                  + ion_constant / omega ** (1 / 3))
        change = new - density
        if (abs(energy - old_energy) < 3e-8
                and omega * np.mean(np.abs(change)) < 5e-4):
            break
        old_energy = energy
        inputs = (inputs + [density])[-5:]
        residuals = (residuals + [change])[-5:]
        flat = np.array([r.ravel() for r in residuals])
        overlap = flat @ flat.T
        overlap /= np.trace(overlap)
        mix = np.linalg.solve(overlap + 1e-12 * np.eye(len(flat)),
                              np.ones(len(flat)))
        mix /= mix.sum()
        density = sum(c * (n + 0.7 * r)
                      for c, n, r in zip(mix, inputs, residuals))
        density = np.maximum(density, 1e-10)
    else:
        raise AssertionError("self-consistency not reached")
    if first_volume:   # iterative states against full diagonalization
        direct = eigh(ham, eigvals_only=True, subset_by_index=[0, 3])
        assert np.allclose(direct, energies, atol=1e-5)
    return energy, new * omega


V_CENTRE = 19.6
VOLUMES = V_CENTRE * np.linspace(0.94, 1.06, 5)


def fit_curve(energies):
    """Birch-Murnaghan fit: a cubic in V^(-2/3). Energies in meV per atom."""
    s = (VOLUMES / V_CENTRE) ** (-2 / 3) - 1
    offset = energies.mean()
    poly = np.poly1d(np.polyfit(s, energies - offset, 3))
    roots = poly.deriv().roots
    roots = roots[np.abs(roots.imag) < 1e-9].real
    root = roots[np.argmin(np.abs(roots))]
    s0, curve, third = 1 + root, poly.deriv(2)(root), poly.deriv(3)(root)
    v0 = V_CENTRE * s0 ** -1.5
    b0 = 4 / 9 * s0**2 * curve / v0 / MEV
    eos = (v0, b0, 4 + 2 / 3 * s0 * third / curve)
    minimum = poly(root) + offset
    misfit = energies - minimum - MEV * birch(VOLUMES, *eos)
    return eos, minimum, np.sqrt(np.mean(misfit**2))


results = {}
for cutoff, mesh, size in ((14.0, 3, 27), (14.0, 2, 27), (18.0, 2, 30)):
    for name in POTENTIALS:
        shape, energies = None, []
        for volume in VOLUMES:
            e_cell, shape = silicon_energy(name, 2 * volume / BOHR**3,
                                           cutoff, mesh, size, shape)
            energies.append(e_cell / 2 * HARTREE)
        energies = np.array(energies)
        results[name, cutoff, mesh] = (energies,) + fit_curve(energies)

for key, (_, eos, _, misfit) in results.items():
    assert misfit < 0.1, (key, misfit)
main_eos = results["HGH", 14.0, 3][1]
assert 18.5 < main_eos[0] < 20.8 and 80 < main_eos[1] < 112, main_eos


def compare(key_a, key_b):
    """Delta from fits, from raw energies, by simple rule and full formula."""
    raw_a, a, min_a, _ = results[key_a]
    raw_b, b, min_b, _ = results[key_b]
    delta = MEV * gauge(a, b)
    x = VOLUMES / V_CENTRE - 1
    quartic = np.polyfit(x, (raw_a - min_a) - (raw_b - min_b), 4)
    raw = rms_over_window(lambda v: np.polyval(quartic, v / V_CENTRE - 1),
                          (a[0] + b[0]) / 2)
    rule, full = MEV * simple_rule(a, b), MEV * full_formula(a, b)
    # absolute parts: size of the fit misfit and of the dropped fourth order
    assert abs(raw - delta) < 0.05 * delta + 0.03, (key_a, key_b, raw, delta)
    assert abs(full - delta) < 0.05 * delta + 0.01, (key_a, key_b, full, delta)
    return a, b, delta, raw, rule, full


pairs = {
    "cores, 14 Ha, mesh 3": (("HGH", 14.0, 3), ("GTH", 14.0, 3)),
    "cores, 14 Ha, mesh 2": (("HGH", 14.0, 2), ("GTH", 14.0, 2)),
    "cores, 18 Ha, mesh 2": (("HGH", 18.0, 2), ("GTH", 18.0, 2)),
    "HGH, mesh 2 vs 3": (("HGH", 14.0, 2), ("HGH", 14.0, 3)),
    "HGH, 14 vs 18 Ha": (("HGH", 14.0, 2), ("HGH", 18.0, 2)),
}
table_rows = {label: compare(*keys) for label, keys in pairs.items()}

# ---------- vibrations left out of the static curves ----------
debye_temperature, grueneisen, room = 640.0, 1.0, 300.0   # rough inputs
k_mev = const.k / const.e * 1e3
y = debye_temperature / room
debye_integral = 3 / y**3 * quad(lambda t: t**3 / np.expm1(t), 0, y)[0]
zero_point = 9 / 8 * k_mev * debye_temperature
vibration_room = zero_point + 3 * k_mev * room * debye_integral
swelling = [grueneisen * e / (main_eos[1] * MEV)
            for e in (zero_point, vibration_room)]

# ---------- output ----------
print(f"window half-width w = {W}")
print(f"prefactor w/sqrt(3) = {W/np.sqrt(3):.5f}")
print(f"prefactor by quadrature, Birch-Murnaghan, B'=4 = {prefactor_birch:.5f}")
print(f"1 GPa A^3 = {MEV:.4f} meV")
print(f"relative B0 change equal in Delta to 1% in V0 = {equivalent:.1f} %")
print(f"constant-pressure test: dlnB0/dlnV0 = {slope:.3f} (B'=4)")
print(f"constant-pressure test: Delta/rule = {pressed_ratio:.5f}")
print(f"silicon volumes: {VOLUMES[0]:.3f} to {VOLUMES[-1]:.3f} A^3/atom, 5 points")
print("silicon fits: core, cutoff Ha, mesh: V0 A^3/atom, B0 GPa, B', misfit meV")
for (name, cutoff, mesh), (_, eos, _, misfit) in results.items():
    print(f" {name} {cutoff:.0f} {mesh}: {eos[0]:.4f}, {eos[1]:.2f}, "
          f"{eos[2]:.3f}, {misfit:.4f}")
print("pairs: dV0 A^3/atom, dB0 GPa, dB' (first minus second)")
for label, (a, b, *_) in table_rows.items():
    print(f" {label}: {a[0]-b[0]:+.5f}, {a[1]-b[1]:+.3f}, {a[2]-b[2]:+.4f}")
print("pairs: Delta fit, Delta raw, rule, full formula (meV/atom); Delta/rule")
for label, (_, _, delta, raw, rule, full) in table_rows.items():
    print(f" {label}: {delta:.4f}, {raw:.4f}, {rule:.4f}, {full:.4f}; "
          f"{delta/rule:.3f}")
deltas = [table_rows[label][2] for label in list(pairs)[:3]]
print(f"core-pair Delta shift, mesh 2 to 3 = {deltas[0]-deltas[1]:+.4f} meV/atom")
print(f"core-pair Delta shift, 14 to 18 Ha = {deltas[2]-deltas[1]:+.4f} meV/atom")
print(f"rough Debye temperature = {debye_temperature:.0f} K, "
      f"rough Grueneisen number = {grueneisen:.0f}")
for label, e, dv in zip(("0 K", "300 K"), (zero_point, vibration_room), swelling):
    print(f"vibrations at {label}: energy {e:.1f} meV/atom, swelling {dv:.3f} A^3/atom")
    print(f" = {100*dv/main_eos[0]:.2f} % of V0; Delta if in one code only "
          f"{W/np.sqrt(3)*main_eos[1]*dv*MEV:.2f} meV/atom")
print("OK")
```

Output:

```
window half-width w = 0.06
prefactor w/sqrt(3) = 0.03464
prefactor by quadrature, Birch-Murnaghan, B'=4 = 0.03499
1 GPa A^3 = 6.2415 meV
relative B0 change equal in Delta to 1% in V0 = 43.1 %
constant-pressure test: dlnB0/dlnV0 = -4.025 (B'=4)
constant-pressure test: Delta/rule = 0.99999
silicon volumes: 18.424 to 20.776 A^3/atom, 5 points
silicon fits: core, cutoff Ha, mesh: V0 A^3/atom, B0 GPa, B', misfit meV
 HGH 14 3: 19.5376, 96.49, 4.217, 0.0011
 GTH 14 3: 19.5687, 96.95, 4.204, 0.0010
 HGH 14 2: 19.6023, 96.48, 4.235, 0.0018
 GTH 14 2: 19.6319, 96.94, 4.217, 0.0018
 HGH 18 2: 19.5606, 96.78, 4.184, 0.0029
 GTH 18 2: 19.5894, 97.26, 4.167, 0.0030
pairs: dV0 A^3/atom, dB0 GPa, dB' (first minus second)
 cores, 14 Ha, mesh 3: -0.03102, -0.458, +0.0125
 cores, 14 Ha, mesh 2: -0.02963, -0.462, +0.0177
 cores, 18 Ha, mesh 2: -0.02876, -0.488, +0.0164
 HGH, mesh 2 vs 3: +0.06467, -0.008, +0.0181
 HGH, 14 vs 18 Ha: +0.04172, -0.293, +0.0509
pairs: Delta fit, Delta raw, rule, full formula (meV/atom); Delta/rule
 cores, 14 Ha, mesh 3: 0.6637, 0.6637, 0.6487, 0.6636; 1.023
 cores, 14 Ha, mesh 2: 0.6336, 0.6336, 0.6195, 0.6335; 1.023
 cores, 18 Ha, mesh 2: 0.6179, 0.6179, 0.6033, 0.6178; 1.024
 HGH, mesh 2 vs 3: 1.3670, 1.3670, 1.3491, 1.3668; 1.013
 HGH, 14 vs 18 Ha: 0.8843, 0.8844, 0.8716, 0.8842; 1.015
core-pair Delta shift, mesh 2 to 3 = +0.0301 meV/atom
core-pair Delta shift, 14 to 18 Ha = -0.0157 meV/atom
rough Debye temperature = 640 K, rough Grueneisen number = 1
vibrations at 0 K: energy 62.0 meV/atom, swelling 0.103 A^3/atom
 = 0.53 % of V0; Delta if in one code only 2.15 meV/atom
vibrations at 300 K: energy 94.3 meV/atom, swelling 0.157 A^3/atom
 = 0.80 % of V0; Delta if in one code only 3.27 meV/atom
OK
```
